# Why a compact exciton's optical energy barely shifts near a metal

**Q.** I have a monolayer semiconductor embedded in an insulator, and I plan to put a metal electrode a few nanometres below it. Image forces should lower the energy of every carrier in the layer. Should I expect the exciton line to move by the same amount as the gap?

**A.** We have to separate two energies. The transport gap is the cost of adding one electron and, far away from it, one hole. The optical energy is the cost of creating both in one bound pair. It equals the transport gap minus the binding energy, which I count as positive. The metal can change both terms.

Let us start with point charges in an insulator of relative permittivity $\varepsilon$ above a perfect metal at $z=0$. Define

$$C=\frac{e^2}{4\pi\varepsilon_0},\qquad k=\frac{C}{\varepsilon}.$$

A charge at height $z$ has an image of opposite sign at $-z$, a distance $2z$ away. Charge times image potential is $-k/(2z)$. The image, however, grows with the charge. If the charge is built up as $\lambda e$, with $\lambda$ from 0 to 1, the induced potential is also proportional to $\lambda$, and the work is

$$-\frac{k}{2z}\int_0^1\lambda\,d\lambda=-\frac{k}{4z}.$$

The integral supplies a factor of one half. The energy is quadratic in the charge, so electron and hole are both lowered. At equal height $d$ the gap changes by $2\times(-k/4d)=-k/(2d)$.

**Q.** And what happens when the two carriers sit close together?

**A.** Then each also feels the other's image. The hole's image is negative and repels the electron. With lateral separation $\rho$ and heights $z_e$, $z_h$, this adds $+k/\sqrt{\rho^2+(z_e+z_h)^2}$. The hole's energy in the electron's image has the same value. The factor one half from the charging argument applies to both, so together they give the term once. The metal therefore changes the pair energy by

$$U=-\frac{k}{4z_e}-\frac{k}{4z_h}+\frac{k}{\sqrt{\rho^2+(z_e+z_h)^2}}.$$

Put $z_e=d+\zeta/2$ and $z_h=d-\zeta/2$, and take $\rho,|\zeta|\ll 2d$. For the first two terms,

$$\frac1{z_e}+\frac1{z_h}=\frac{2d}{d^2-\zeta^2/4}\simeq\frac2d\left(1+\frac{\zeta^2}{4d^2}\right),$$

so they give $-k/(2d)-k\zeta^2/(8d^3)$. For the third,

$$\frac{k}{\sqrt{4d^2+\rho^2}}\simeq\frac{k}{2d}\left(1-\frac{\rho^2}{8d^2}\right)=\frac{k}{2d}-\frac{k\rho^2}{16d^3}.$$

The $1/d$ terms cancel, and

$$U\simeq-\frac{k(\rho^2+2\zeta^2)}{16d^3}.$$

The first $-k/(2d)$ is the gap reduction. The $+k/(2d)$ is the loss of electron-hole attraction. What is left is the attraction between a dipole and its image, twice as strong for a vertical dipole as for a lateral one of the same length.

**Q.** My layer is itself polarizable. Does the argument survive that?

**A.** It does within linear response, but the interaction must be recalculated. Let the layer lie at $z=d$, with the same insulator on both sides. An in-plane field $\mathbf E$ produces a sheet polarization $2\varepsilon_0r_0\mathbf E$, which defines the screening length $r_0$. At in-plane wave number $q$, a potential $\phi$ in the layer then induces the sheet charge $-2\varepsilon_0r_0q^2\phi$.

The potential vanishes at the metal and far above the layer. It is therefore $\phi\sinh(qz)/\sinh(qd)$ below the layer and $\phi e^{-q(z-d)}$ above it. The jump in the normal displacement equals the total sheet charge, consisting of a test charge $e$ and the induced charge:

$$\varepsilon_0\varepsilon q\,[\coth(qd)+1]\,\phi=e-2\varepsilon_0r_0q^2\phi.$$

Let $g=1-e^{-2qd}$. Since $\coth(qd)+1=2/g$, solving for $\phi$ and multiplying by $e$ gives the interaction of two equal charges,

$$W(q)=\frac{2\pi C\,g}{q(\varepsilon+r_0qg)},$$

where $e^2/(2\varepsilon_0)=2\pi C$ was used. Removing the metal means $d\to\infty$, or $g=1$. The change due to the metal contains

$$\frac{g}{\varepsilon+r_0qg}-\frac1{\varepsilon+r_0q}=\frac{\varepsilon(g-1)}{(\varepsilon+r_0q)(\varepsilon+r_0qg)},$$

and $g-1=-e^{-2qd}$. Transforming back with $\int q\,dq\,J_0(qr)/(2\pi)$, we find

$$\Delta W(r)=-\int_0^\infty K(q)J_0(qr)\,dq,\qquad K(q)=\frac{C\varepsilon e^{-2qd}}{(\varepsilon+r_0q)(\varepsilon+r_0qg)}.$$

For $r_0=0$ this is $-k/\sqrt{r^2+4d^2}$, the image interaction used above.

The charging argument needs linearity and nothing more, so each added carrier costs $\frac12\Delta W(0)$. The transport gap changes by $\Delta W(0)<0$. The attraction energy $-W(r)$ changes by $-\Delta W(r)>0$. The pair therefore feels

$$D(r)=\Delta W(0)-\Delta W(r)=-\int_0^\infty K(q)[1-J_0(qr)]\,dq.$$

This vanishes at $r=0$. The metal's contribution is smooth on the scale $2d$, and a pair much smaller than that hardly samples its variation.

**Q.** The pair is a quantum object with a spread of separations. Can you say how large its shift is without assuming that the wave function stays the same?

**A.** Yes, for the lowest state. Measure energies from the metal-free gap. The relative motion without the metal has Hamiltonian $H$, made of the kinetic energy and $-W(r)$ at $g=1$. With the metal it is $H+D$. Call the ground-state energies $E_f$ and $E_m$; the optical shift is $S=E_m-E_f$.

Using the free state as a trial state for $H+D$ gives $E_m\le E_f+\langle D\rangle_f$. Using the metal state as a trial state for $H$ gives $E_f\le E_m-\langle D\rangle_m$. Together,

$$\langle D\rangle_m\le S\le\langle D\rangle_f.$$

Because $K>0$ and $J_0\le1$, $D$ is nowhere positive, so the shift in this model is to the red. To bound its size, write $J_0(x)$ as the angular average of $\cos(x\cos\theta)$. From $1-\cos y\le y^2/2$ and the average $\langle\cos^2\theta\rangle=\frac12$ we get $1-J_0(x)\le x^2/4$. Hence

$$|S|\le\frac M4\langle r^2\rangle_m,\qquad M=\int_0^\infty q^2K(q)\,dq.$$

Far from the metal, $2d\gg r_0/\varepsilon$ and $2d$ much larger than the pair, $K\to(C/\varepsilon)e^{-2qd}$. Then $\int q^2e^{-2qd}dq=2/(2d)^3=1/(4d^3)$, and the bound becomes the leading value:

$$S\to-\frac{C\langle r^2\rangle}{16\varepsilon d^3},\qquad \Delta W(0)\to-\frac{C}{2\varepsilon d},\qquad \frac{S}{\Delta W(0)}\to\frac{\langle r^2\rangle}{8d^2}.$$

**Q.** What does this give for something like MoS$_2$ in hexagonal boron nitride, 5 nm from gold?

**A.** I take rough values: reduced mass $0.25\,m_0$, $r_0=4$ nm and $\varepsilon=4$. The point-image estimate of the gap shift is

$$-\frac{1.44\ \text{eV nm}}{2\times4\times5\ \text{nm}}=-36\ \text{meV}.$$

With the layer's polarizability included it is $-31.1$ meV. Solving the radial equation with and without the metal gives 1s binding energies of about 183 and 214 meV, a loss of 30.9 meV. The optical shift is the small remainder, $-0.20$ meV (about $-2.0\times10^{-4}$ eV), or 0.6% of the gap shift. The two variational limits both round to $-0.20$ meV, and the quadratic bound on its size is 0.21 meV.

The root-mean-square separation is 1.34 nm, so the simple ratio is $1.34^2/(8\times5^2)=0.0090$, against the calculated 0.0064.

**Q.** Why is the simple ratio too large?

**A.** The layer screens the remainder more strongly than it screens the gap shift. Relative to point images, $K$ is reduced by

$$\frac{1}{(1+r_0q/\varepsilon)(1+r_0qg/\varepsilon)}.$$

The gap integral has weight $e^{-2qd}$, with mean $q=1/(2d)=0.1$ nm$^{-1}$. The optical integral has weight $q^2e^{-2qd}$, with mean $q=3/(2d)=0.3$ nm$^{-1}$. At these two values the factor is about 0.86 and 0.60. To within about a tenth, they reproduce the change from $-36$ to $-31$ meV in the gap and from $-0.33$ to $-0.20$ meV in the optical shift. At $d=100$ nm, where the layer matters less, the calculated gap and optical shifts are 0.99 and 0.97 of their limiting formulas.

**Q.** How close can the metal come before the cancellation becomes poor?

**A.** Compare the pair's size with $2d$. With the other parameters fixed, the shifts in meV are:

| $d$ (nm) | gap | 1s optical | 2s optical |
|---:|---:|---:|---:|
| 2 | −66.2 | −1.83 | −18.7 |
| 3 | −48.0 | −0.72 | −8.5 |
| 5 | −31.1 | −0.20 | −2.7 |
| 10 | −16.6 | −0.03 | −0.5 |

Even at 2 nm the 1s line keeps less than 3% of the gap shift. The 2s state has a root-mean-square separation of 5.3 nm without the metal, and at $d=2$ nm it keeps 28%.

The opposite limit shows what has been lost. For $r\gg2d$, $\Delta W(r)\to0$ and $D(r)\to\Delta W(0)$: two distant carriers have separate images, and the pair energy follows the full gap shift.

This matters if you infer binding from the 1s–2s spacing. At 5 nm that spacing shrinks by $2.7-0.2=2.5$ meV, while the 1s binding energy falls by 31 meV. A nearly unchanged spectrum is therefore no evidence that the gap and the binding are unchanged.

**Q.** You let the metal respond instantly. Does the cancellation depend on that?

**A.** The leading cancellation comes from neutrality. A metal mode of wave vector $\mathbf q$ couples to the pair through $e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}$, which vanishes when the two positions coincide, whatever the mode's frequency.

The remainder does depend on speed. In second order, a mode of energy $\Omega$ has the static denominator $\Omega$ replaced by $\Omega$ plus the excitation energy of the pair. For small $q$ the coupling is proportional to the in-plane separation, so the relevant excited states are those reached from 1s by a dipole. Their mean excitation energy is 0.17 eV. With a rough $\Omega=2.5$ eV, 94% of the static remainder survives.

**Q.** Would you then trust $-0.20$ meV as a prediction for my sample?

**A.** I would trust that these electrostatic terms leave a shift of a fraction of a meV, but I would not trust its value to better than a factor of about three. Some omitted effects are comparable with the remainder, and with gold one of them is larger.

First, the spacer is anisotropic. With in-plane and vertical permittivities $\varepsilon_\parallel$ and $\varepsilon_\perp$, the potential obeys $\varepsilon_\perp\phi''=\varepsilon_\parallel q^2\phi$. It decays at the rate $q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$, and the displacement contains $\varepsilon_\perp$ times this rate. The formulas therefore hold with $\varepsilon\to\sqrt{\varepsilon_\parallel\varepsilon_\perp}$ and $d\to d\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. For rough values 5 and 3, the gap shift becomes $-25.5$ meV and the optical shift $-0.10$ meV.

An isotropic $\varepsilon=5$, taken only for comparison, also gives $-25.5$ meV for the gap, but $-0.20$ meV for the line. The equal gap shifts have a reason. With $q=x/d$, $\Delta W(0)$ depends on $\varepsilon$ and $d$ through their product alone, and that product is $\varepsilon_\parallel d=25$ nm in both cases. If the spacer's lattice followed the carriers completely, permittivities nearer 6.9 and 3.6 would apply, and the gap and optical shifts would be about $-19$ and $-0.08$ meV.

Second, light reflected by the metal acts back on the exciton. For an extended exciton emitting normal to the layer, its own radiated field gives the complex energy $-i\Gamma/2$, where $\Gamma$ is the radiative width. A perfect mirror returns that field with a sign change and a phase $\varphi=2nEd/(\hbar c)$, where $E$ is the photon energy and $n$ the refractive index. The sum is $-i(\Gamma/2)(1-e^{i\varphi})$, whose real part is $-(\Gamma/2)\sin\varphi$. For $E=1.9$ eV, $n=2$ and $\Gamma=2$ meV this is $-0.19$ meV. Gold, however, is not a perfect mirror at this energy: light penetrates it, which changes the phase of the reflection. The factor $-1$ must then be replaced by $r=(n-n_m)/(n+n_m)$, where $n_m$ is the complex index of the metal, and the shift becomes $(\Gamma/2)\,\mathrm{Im}(re^{i\varphi})$. With $n_m\simeq0.14+3.7i$ for thick gold this is about $-0.9$ meV, several times the electrostatic remainder. This takes the insulator above the layer as unbounded; reflection at the top surface of a thin cap can change the shift by a few tenths of a meV.

Third, a voltage drop of 0.5 V across 5 nm is a field of 1 MV/cm. Treating each carrier as a free-electron mass in a hard-walled layer 0.65 nm thick, with this full field inside the layer, gives a Stark shift of $-0.10$ meV for the two together. Continuity of the normal displacement lowers the field in the layer by the ratio of the vertical permittivities; with 4 for the spacer and a rough 6.5 for the layer the same well gives $-0.04$ meV, so this figure is an order of magnitude only. The vertical spread in the same well adds only $-0.01$ meV to the image remainder. Moving the image plane 0.1 nm deeper changes the optical shift from $-0.20$ to $-0.19$ meV.

**Q.** Which of your assumptions is my device most likely to break?

**A.** The mass, screening length and permittivity are rough but ordinary values for this material system, and a binding energy near 0.2 eV is of the right size for an encapsulated monolayer. The assumption I would check first is that the layer is undoped. If the electrode potential lies 0.1 V beyond a band edge, the spacer capacitance gives

$$n_s=\frac{\varepsilon_0\varepsilon(0.1\ \text{V})}{ed}\simeq4.4\times10^{11}\ \text{cm}^{-2}.$$

This uses $\varepsilon=4$; a plate capacitor strictly takes the vertical permittivity, and the value 3 used above would lower the density by a quarter. It also assumes that the layer's Fermi level sits at the band edge, which holds at low temperature. At 300 K the carriers are non-degenerate: for a carrier mass of $0.5\,m_0$ the Fermi level lies 50–70 meV inside the gap, more voltage falls across the spacer, and the density is nearer $7\times10^{11}$ cm$^{-2}$. The density shown amounts to 0.025 carriers within the area $\pi\langle r^2\rangle$. That looks small, but blocking even a few per cent of the states that form the exciton is worth several meV when the binding energy is near 0.2 eV. Doping also changes the gap and the screening, and I have not calculated the net shift. It could easily exceed 0.2 meV.

Tunnelling is a lesser concern for a sound spacer. With $d=5$ nm measured to the middle of the layer, the barrier is about 4.7 nm thick; a height of 1.5 eV and a mass of $0.5\,m_0$ then give a factor of about $10^{-18}$. At 300 K the 1s binding near the metal is still about $7k_BT$. If the metal touches the layer, however, wave functions mix and charge transfers, and these formulas no longer apply.

To see the cancellation itself, measure the transport gap and the exciton line on the same layer at several spacer thicknesses, with the doping held near zero. In this model the gap shift follows roughly $1/d$, while the 1s line moves by far less. The numerical output below gives the values for the main model and for most of the corrections.

## Numbers as computed

```
reduced mass 0.25 m0; r0 4.0 nm; eps 4.0; d 5.0 nm
C = e^2/(4 pi eps0) 1.4400 eV nm
1s binding without metal 214.07 meV
1s binding with metal 183.18 meV
1s rms separation 1.344 nm
2s rms separation 5.342 nm
transport gap shift -31.08 meV
1s binding loss 30.88 meV
1s optical shift -0.200 meV
2s optical shift -2.719 meV
optical/gap shift, 1s 0.0064
simple ratio <r^2>/(8 d^2) 0.0090
point-image gap shift -36.00 meV
point-image optical shift -0.325 meV
lower, upper limit of shift -0.2007, -0.1999 meV
quadratic bound on its size 0.2063 meV
d (nm): gap shift, 1s binding loss, 1s optical, 2s optical (meV)
   2: -66.24, 64.41, -1.827, -18.740
   3: -47.95, 47.24, -0.716, -8.515
   5: -31.08, 30.88, -0.200, -2.719
  10: -16.62, 16.59, -0.031, -0.468
d=100 nm, computed/limit: gap 0.9914, optical 0.9717
pair at 20 nm, image energy/dipole formula 0.99998
Neglected effects at d = 5 nm
anisotropic spacer (5 and 3): gap -25.52, optical -0.103 meV
spacer eps 5: gap -25.52, optical -0.198 meV
image plane 0.1 nm deeper: gap -30.55, optical -0.190 meV
metal response energy 2.5 eV; mean pair excitation 0.1686 eV
fraction of optical shift kept with lag 0.9374
layer thickness 0.65 nm; rms vertical separation 0.166 nm
optical shift from vertical spread -0.0099 meV
voltage drop 0.5 V; spacer field 1.00 MV/cm
Stark shift, both carriers -0.1028 meV
photon 1.9 eV; index 2.0; radiative width 2.0 meV
radiative mirror shift -0.191 meV
barrier 1.5 eV, mass 0.5 m0: tunnel factor 9.6e-19
doping at 0.1 V past band edge 4.42e+11 cm^-2
carriers within exciton area pi<r^2> 0.0251
kT at 300 K 25.85 meV; binding/kT 7.09
```
